# Stability of a Straight Domain Wall Across a Uniform Disk

A magnetic disk of radius $R$ and thickness $t$ has its easy axis perpendicular to the plane. One wall runs from rim to rim and separates an up domain from a down domain. Treat the wall as a line whose energy is proportional to its length $L$,

$$E=\sigma t L ,$$

with a constant wall energy $\sigma$ per unit area. The disk is uniform, the wall is thin compared with $R$, its ends slide freely on the rim, and no field acts. The magnetization is not held fixed, so the wall may change the areas of the two domains.

Place the wall on the diameter $y=0$ and displace it to $y=u(x)$, where $u$ is small and smooth on $-R\le x\le R$. Displacements along the wall only relabel its points, so $u$ describes every small change of shape. Write $u_\pm=u(\pm R)$.

## (a) Expand the length to second order in $u$

**Solution.** The ends lie at $x_\pm$, where the curve meets the circle. For the right end,

$$x_+=\sqrt{R^2-u(x_+)^2}=R-\frac{u(x_+)^2}{2R}+O(u^4).$$

Since $x_+-R$ is of second order, $u(x_+)=u_++O(u^3)$, and $u(x_+)^2$ may be replaced by $u_+^2$ with an error of fourth order. The left end follows in the same way:

$$x_+=R-\frac{u_+^2}{2R},\qquad x_-=-R+\frac{u_-^2}{2R}.$$

The length is

$$L=\int_{x_-}^{x_+}\sqrt{1+u'^2}\,dx=(x_+-x_-)+\frac12\int_{x_-}^{x_+}u'^2dx+O(u^4).$$

Moving the limits of the last integral to $\pm R$ changes it by a second-order interval times a second-order integrand, which is again of fourth order. Hence

$$L=2R+\tfrac12 Q[u]+O(u^4),\qquad Q[u]=\int_{-R}^{R}u'^2dx-\frac{u_+^2+u_-^2}{R}.$$

There is no linear term, so the diameter is stationary, and $Q$ is the second variation of the length. Its first part is the cost of tilting and bending. Its second part is the length saved because the rim curves inward on either side of the diameter.

As a check take $R=1$ and $u\propto 0.7+0.4x-0.5x^2+0.3x^3$. Then $\int u'^2dx=1.79067$, $u_+=0.9$ and $u_-=-0.5$, so $Q=1.79067-0.81-0.25=0.73067$. The second difference of the measured lengths of the clipped curves is $0.73063$.

## (b) How many independent directions lower the length, and how many leave it unchanged to second order?

**Solution.** Separate the motion of the ends from the bending between them:

$$u=a+bx+w,\qquad a=\frac{u_++u_-}{2},\quad b=\frac{u_+-u_-}{2R},\quad w(\pm R)=0.$$

The gradient term becomes

$$\int_{-R}^{R}(b+w')^2dx=2Rb^2+2b\,[w]_{-R}^{R}+\int_{-R}^{R}w'^2dx=2Rb^2+\int_{-R}^{R}w'^2dx,$$

because $w$ vanishes at both ends. With $u_\pm=a\pm bR$, the rim term is

$$\frac{(a+bR)^2+(a-bR)^2}{R}=\frac{2a^2}{R}+2Rb^2 .$$

The terms in $b$ cancel, which leaves

$$Q=\int_{-R}^{R}w'^2dx-\frac{2a^2}{R}.$$

*Negative directions.* A pure shift, $u=a$, has $Q<0$, so there is at least one. Two independent ones cannot exist. Any two-dimensional space of displacements contains a nonzero member with $a=0$, and for that member $Q\ge0$. The number of unstable modes is therefore exactly one.

*Zero modes.* It is not enough that $Q[u]=0$, since a negative and a positive part may cancel. A zero mode must feel no restoring force, so the bilinear form belonging to $Q$,

$$B(u,v)=\int_{-R}^{R}w_u'w_v'\,dx-\frac{2a_ua_v}{R},$$

must vanish for every $v$. Choosing $v=1$ gives $a_u=0$. Choosing $v=w_u$ then gives $\int w_u'^2dx=0$, so $w_u=0$. What remains is $u=bx$, a rotation by the small angle $b$. There is exactly one zero mode. All displacements with $a=b=0$ and $w\neq0$ raise the length.

The same structure appears at finite amplitude. Put the ends at $(R\cos\alpha,R\sin\alpha)$ and $(-R\cos\beta,R\sin\beta)$. The shortest wall between them is the chord, with

$$L^2=R^2\left[(\cos\alpha+\cos\beta)^2+(\sin\alpha-\sin\beta)^2\right]=2R^2\left[1+\cos(\alpha+\beta)\right],$$

so $L=2R\cos\frac{\alpha+\beta}{2}$. A rotation has $\beta=-\alpha$ and keeps $L=2R$ at any angle. A shift has $\alpha=\beta$ and shortens the wall.

## (c) Find the eigenmodes when displacements are measured by $\int u^2dx$

**Solution.** The count in (b) used no measure of the size of $u$, but eigenvalues need one. The choice $\int u^2dx$ suits a wall with uniform friction $\gamma$ per unit length and no extra friction at its ends.

Require $B(u,v)=\lambda\int uv\,dx$ for every $v$. In terms of $u$ and $v$, and after integration by parts,

$$-\int_{-R}^{R}u''v\,dx+\left[u'(R)-\frac{u_+}{R}\right]v_+-\left[u'(-R)+\frac{u_-}{R}\right]v_-=\lambda\int_{-R}^{R}uv\,dx .$$

Since $v$ is arbitrary inside and at the ends,

$$-u''=\lambda u,\qquad u'(\pm R)=\pm\frac{u_\pm}{R}.$$

By symmetry the solutions are even or odd. Let $z=R\sqrt{|\lambda|}$.

- For $\lambda<0$, the even solution $\cosh(zx/R)$ requires $z\tanh z=1$. The left side rises steadily from zero without limit, so there is one root, $z=1.1997$. The odd solution $\sinh(zx/R)$ requires $\tanh z=z$, which has no root with $z>0$.
- For $\lambda=0$, $u=a+bx$ requires $b=(a+bR)/R$, so $a=0$.
- For $\lambda>0$, the even solution $\cos(zx/R)$ requires $z\tan z=-1$, and the odd solution $\sin(zx/R)$ requires $\tan z=z$. The first roots are $2.7984$, $4.4934$ and $6.1213$.

The lowest values of $\lambda R^2$ are thus $-1.439,\ 0,\ 7.831,\ 20.191,\ 37.470$. Differentiating the true length of a wall made of 40 straight segments gives $-1.438,\ 0.000,\ 7.812,\ 20.089,\ 37.147$.

With friction, $\gamma\,\partial u/\partial\tau=-\sigma t\lambda u$, where $\tau$ is time. The unstable mode grows at the rate $1.439\,\sigma t/(\gamma R^2)$. It is not a rigid shift: its ends move $\cosh 1.1997=1.81$ times as far as its middle. Another measure of size can change the shape and the rate, but not the count.

## (d) What happens if the magnetization is fixed, or if the rim is an ellipse?

**Solution.** *Fixed magnetization.* The two domain areas must stay equal, which to first order means $\int u\,dx=0$. The diameter is already stationary without this constraint, so its Lagrange multiplier is zero and the second variation is still $Q$, restricted to the allowed displacements.

Inserting $u=a+bx+w$ gives $\int w\,dx=-2Ra$. Integration by parts gives $\int w\,dx=-\int xw'dx$, and the Cauchy–Schwarz inequality then yields

$$4R^2a^2=\left(\int_{-R}^{R} xw'dx\right)^2\le\frac{2R^3}{3}\int_{-R}^{R}w'^2dx
\quad\Rightarrow\quad \int_{-R}^{R}w'^2dx\ge\frac{6a^2}{R}.$$

Therefore $Q\ge 4a^2/R\ge0$. The unstable mode is gone. If $Q=0$, then $a=0$ and $w=0$, so rotation remains the one zero mode. A numerical minimization with $a=R=1$ gives $4.004$, close to the bound of 4, which is reached when $w'\propto x$.

*Elliptical rim.* Let the semi-axes be $R_1$ along the wall and $R_2$ across it. The right end now lies at $x_+\approx R_1-R_1u_+^2/(2R_2^2)$, so

$$Q=\int_{-R_1}^{R_1}u'^2dx-\frac{R_1}{R_2^2}(u_+^2+u_-^2).$$

With $u_\pm=a\pm bR_1$ the steps of (b) give

$$Q=\int_{-R_1}^{R_1}w'^2dx-\frac{2R_1}{R_2^2}a^2+2R_1\left(1-\frac{R_1^2}{R_2^2}\right)b^2 .$$

A wall on the long axis ($R_1>R_2$) has two unstable modes, because rotation now shortens it. A wall on the short axis has one unstable mode and no zero mode. The segment calculation confirms both counts for $R_2/R_1=0.9$ and $1.1$. In the disk the zero mode follows from circular symmetry, and an elliptical distortion of the rim removes it.

## (e) Is $2R\sigma t$ the energy barrier for reversal by one wall?

**Solution.** One unstable mode makes the diameter a candidate for the pass between the two uniform states, but a local result cannot exclude a lower pass elsewhere. Consider reversals in which one rim-to-rim wall sweeps the disk and the reversed area changes continuously. At some moment the wall $\Gamma$ halves the disk.

Reflect $\Gamma$ through the centre to obtain $-\Gamma$, which also halves the disk. Suppose the two curves did not meet. Then $-\Gamma$ would lie inside one of the halves cut by $\Gamma$. One of the parts cut by $-\Gamma$ would fit inside that half and leave a strip of nonzero area between the curves, so it would be smaller than half the disk. This is a contradiction, so the curves share a point $P$, and $\Gamma$ contains both $P$ and $-P$.

Let $P$ lie at distance $r$ from the centre. The two outer pieces of $\Gamma$ each have length at least $R-r$, and the piece between $P$ and $-P$ has length at least $2r$. Hence

$$L\ge 2(R-r)+2r=2R .$$

If $r=0$, two pieces of length at least $R$ give the same bound. A straight wall moved across the disk has length $2\sqrt{R^2-c^2}\le2R$ at distance $c$ from the centre, so the bound is attained. Within this class of reversals,

$$E_b=2R\sigma t .$$

Among 30 random curved walls that halve the disk, the shortest has length $2.0011R$.

## (f) Evaluate the barrier for a memory cell and size what the model neglects

Take a diameter of 100 nm, $t=1.2$ nm, exchange stiffness $A=15$ pJ/m, effective anisotropy $K=0.30$ MJ/m³, magnetization $M_s=1.0$ MA/m and a temperature of 300 K. $K$ already contains the local demagnetizing energy of a thin film.

**Solution.** *Wall energy.* For a wall profile with angle $\theta(x)$ running from $0$ to $\pi$,

$$\int(A\theta'^2+K\sin^2\theta)\,dx=\int(\sqrt A\,\theta'-\sqrt K\sin\theta)^2dx+2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta .$$

The minimum makes the square vanish, so $\sigma=4\sqrt{AK}$. The profile is $\cos\theta=-\tanh(x/\Delta)$ with $\Delta=\sqrt{A/K}=7.07$ nm. Numerically,

$$\sigma=4\sqrt{(15\times10^{-12})(0.30\times10^{6})}\ \text{J/m}^2=8.485\ \text{mJ/m}^2 .$$

The line tension $\sigma t$ is 63.55 meV/nm, and

$$E_b=100\ \text{nm}\times63.55\ \text{meV/nm}=6.36\ \text{eV}=246\,k_BT .$$

With the same thin-film $K$, coherent rotation of the whole disk would cost $K\pi R^2t\approx18$ eV. The true cost is about 13% higher, because the demagnetizing factors of this finite disk are 0.96 out of plane and 0.02 in plane, not the film's values of 1 and 0. Without such non-local dipolar terms, the two estimates are equal at a diameter of $16\Delta/\pi=36$ nm. At that size the dipolar terms raise the cost of coherent rotation more than that of the wall, so they move the crossing to a smaller diameter. The wall width $\pi\Delta=22$ nm is also no longer small there, so the 36 nm is only a rough guide and not a sharp change of mechanism.

*Finite width and dipolar energy.* With the tanh profile held fixed, the finite width changes the barrier by $-0.05$ eV, since parts of the wall lie on chords shorter than the diameter. Take a Bloch wall, whose in-plane magnetization points along the wall; at this diameter a Néel wall, magnetized across the wall, lies about 0.1 eV higher, though the order reverses in much smaller disks. The non-local dipolar energy, including the charges at the wall's ends, then changes the barrier by $-0.16$ eV on the grid used here. This figure is not fully converged: a finer mesh and a larger periodic box both reduce its size, and the converged value is about $-0.14$ eV. Together the two corrections give 6.1 to 6.2 eV, some 3% below the line model.

*The downhill direction.* A 10 nm shift shortens the wall by $100-2\sqrt{50^2-10^2}=2.02$ nm and lowers the energy by 128 meV. With finite width the drop is 132 meV. On the grid used here the dipolar energy opposes the shift by 16 meV, and 116 meV remains; full convergence changes each figure by about 2 meV. The shift therefore still runs downhill; the full mode count was not repeated with these terms.

*Thermal bending.* Hold the ends and push the middle sideways with a force $F$. The wall forms a triangle of height $h$, and balance of forces gives $F=2\sigma t\,h/R$. The thermal variance is $k_BT$ times the compliance $h/F$:

$$\langle w(0)^2\rangle=\frac{k_BTR}{2\sigma t}=\frac{25.85\times50}{2\times63.55}\ \text{nm}^2,$$

or 3.2 nm rms, small compared with $R$.

*Stray field.* Let a field $B=5$ mT favour the reversed state. The starting state is raised by $M_sB\pi R^2t$, while the half-reversed state is not shifted, so the barrier falls by 0.294 eV to first order. The diameter is no longer stationary, because the field pushes on the wall. The saddle becomes an arc of radius $\sigma/(2M_sB)=849$ nm that meets the rim at right angles, and its energy gives a drop of 0.287 eV, or 4.5% of the barrier.

*Comparison with real cells.* The parameters are rough typical values for perpendicular CoFeB/MgO free layers. The diameter is large for dense memory, where cells of a few tens of nanometres are wanted, and $246\,k_BT$ is well above the rough 60 to 80 $k_BT$ usually sought for long retention. That figure belongs to a uniform, defect-free disk with the assumed $A$ and $K$ and is not a forecast for a device; barriers reported for real cells of this size are often well below it. Real cells are not perfect circles. A difference of 1 nm between two perpendicular diameters separates the corresponding wall energies by 64 meV, or $2.5\,k_BT$, in the line model. That is only 1% of the barrier, yet enough to favour the shorter diameter, so the free rotation is easily lost while the barrier hardly moves. Interfacial chiral exchange and damage at the rim are left out and have not been sized here. The numerical output below lists the values used.

## Table of computed values

```
Q of test shape, from true lengths (R=1): 0.73063
Q of test shape, from formula (R=1): 0.73067
Free wall: unstable, zero modes: 1, 1
Fixed magnetization: unstable, zero modes: 0, 1
Smallest Q at fixed magnetization, a=1, R=1: 4.004
Ellipse, long-axis wall: unstable, zero modes: 2 0
Ellipse, short-axis wall: unstable, zero modes: 1 0
Roots z (negative, even, odd, even): 1.1997 2.7984 4.4934 6.1213
lambda*R^2, theory: -1.439 0.000 7.831 20.191 37.470
lambda*R^2, 40-segment polygon: -1.438 0.000 7.812 20.089 37.147
Shortest of 30 random halving walls: 2.0011 R
Minimized wall energy / sqrt(A K): 3.9994
Disk diameter: 100 nm
Thickness: 1.2 nm
Exchange stiffness: 15 pJ/m
Effective anisotropy: 0.30 MJ/m3
Magnetization: 1.0 MA/m
Temperature: 300 K
Thermal energy kT: 25.85 meV
Wall parameter sqrt(A/K): 7.07 nm
Wall width pi*sqrt(A/K): 22.2 nm
Wall energy sigma: 8.485 mJ/m2
Line tension sigma*t: 63.55 meV/nm
Wall barrier: 6.355 eV = 245.8 kT
Coherent-rotation barrier K*V: 17.65 eV
Diameter where both barriers agree: 36.0 nm
Finite-width correction to barrier: -0.053 eV
Non-local dipolar correction: -0.158 eV
  shift, mesh 1.0 to 0.5 nm: 9.63 meV
  shift, box 400 to 800 nm: 3.67 meV
Disk demagnetizing factor, grid: 0.9589
Disk demagnetizing factor, integral: 0.9594
Barrier with both corrections: 6.144 eV
Wall shift used for downhill test: 10 nm
  energy change, length model: -128.4 meV
  energy change, finite width: -132.1 meV
  dipolar part of the change: 16.1 meV
  finite width plus dipolar: -116.0 meV
Stray field: 5 mT
  saddle arc radius: 849 nm
  barrier drop, exact arc: 0.287 eV
  barrier drop, linear estimate: 0.294 eV
Thermal bending at mid-wall, rms: 3.19 nm
Energy for 1 nm diameter difference: 2.46 kT
```
